# Iterative refinement with an inaccurate crossbar inverse and exact digital residuals

## 1. The result

Let $A$ be a real nonsingular $n\times n$ matrix and let $x_*=A^{-1}b$ be wanted. A resistive crossbar in amplifier feedback can solve linear systems in one analogue operation, but it holds

$$\hat A=A+E$$

instead of $A$, where $E$ contains the programming errors. Suppose that $\hat A$ is nonsingular and does not change between calls. The crossbar then applies $M=\hat A^{-1}$. Refinement alternates a digital and an analogue operation:

1. Compute $r_k=b-Ax_k$ digitally, without error.
2. Obtain $z_k=Mr_k$ from the crossbar.
3. Set $x_{k+1}=x_k+z_k$ digitally.

**This iteration converges to $x_*$ for every $b$ and every $x_0$ if and only if**

$$\rho(I-MA)<1, \tag{1}$$

where $\rho$ is the spectral radius, the largest modulus of an eigenvalue. If $\mu$ denotes the eigenvalues of $A^{-1}E$, condition (1) is equivalent to

$$\operatorname{Re}\mu>-\tfrac12\quad\text{for every }\mu. \tag{2}$$

The crossbar need not be accurate. Its errors determine the speed of convergence, while the digital residual determines the final accuracy.

## 2. What the crossbar computes

Let $\hat G_{ij}$ be the conductance of the cell joining input node $i$ to the output of amplifier $j$. Node $i$ has voltage $u_i$ and receives an input voltage $V_i$ through a conductance $G_0$. No current enters the amplifier, so Kirchhoff's current law reads

$$\sum_j\hat G_{ij}(v_j-u_i)+G_0(V_i-u_i)=0 .$$

With $S_i=\sum_j\hat G_{ij}$ this becomes $\sum_j\hat G_{ij}v_j+G_0V_i=(S_i+G_0)u_i$. An inverting amplifier of gain $a$ gives $u_i=-v_i/a$, and therefore

$$\left[\hat G+\frac{\operatorname{diag}(S_i+G_0)}{a}\right]v=-G_0V. \tag{3}$$

Finite gain thus acts as an addition to the diagonal and can be counted in $E$. For large $a$, $v=-\hat G^{-1}G_0V$. Define $\hat A=\hat G/G_0$ and apply $V=-sr$, where the scale $s$ brings the residual into the input range. Then $v=s\hat A^{-1}r$, and division by $s$ gives $z=\hat A^{-1}r$.

Conductances cannot be negative, so this single array holds only matrices without negative entries. Other matrices need an extended circuit, but the derivation below uses only $M=\hat A^{-1}$ and applies to them as well.

## 3. Derivation of the condition

Let $e_k=x_k-x_*$. Since $b=Ax_*$, the residual is $r_k=-Ae_k$. Subtracting $x_*$ from the update gives

$$e_{k+1}=e_k-MAe_k=Te_k,\qquad T=I-MA, \tag{4}$$

so $e_k=T^ke_0$.

*Sufficiency.* Bring $T$ to Jordan form. The $k$th power of a block with eigenvalue $\lambda$ has entries $\binom{k}{j}\lambda^{k-j}$, with $j$ smaller than the block size. Each is a polynomial in $k$ times a power of $\lambda$, and vanishes as $k\to\infty$ if $|\lambda|<1$. Hence $\rho(T)<1$ gives $T^k\to0$.

*Necessity.* Suppose $Tw=\lambda w$ with $|\lambda|\ge1$ and $w=p+iq\neq0$, where $p$ and $q$ are real. Then $T^kw=\lambda^kw$ does not tend to zero, so at least one of $T^kp$ and $T^kq$ does not. Taking that real vector as $e_0$ gives a start from which the iteration fails.

To express the condition through the errors, write $B=A^{-1}E$. Then $\hat A=A(I+B)$, so $MA=(I+B)^{-1}$ and

$$T=I-(I+B)^{-1}=(I+B)^{-1}B. \tag{5}$$

In a basis that makes $B$ triangular, $T$ is triangular too, and its eigenvalues are

$$\tau=\frac{\mu}{1+\mu}. \tag{6}$$

The denominator is nonzero because $\hat A$ is nonsingular. The requirement $|\tau|<1$ means

$$|\mu|^2<|1+\mu|^2=1+2\operatorname{Re}\mu+|\mu|^2,$$

which is (2).

For small errors $|\tau|\approx|\mu|$. For a large positive $\mu$ the factor approaches 1 from below: the corrections are too small, and convergence is slow but not lost. For $\mu$ near $-1$ the array is nearly singular and the corrections are far too large.

If $e_0$ has a component belonging to the largest $|\tau|$, the average reduction per step tends to $\rho(T)$, and one decimal digit costs about $\ln10/(-\ln\rho)$ steps. This is an asymptotic statement: if $\|T\|>1$, some errors grow at first even when $\rho<1$.

## 4. A case by hand

Take

$$A=\begin{pmatrix}1&0.5\\0.5&1\end{pmatrix},\quad b=\begin{pmatrix}1\\0\end{pmatrix},\quad x_*=\begin{pmatrix}4/3\\-2/3\end{pmatrix},\quad E=\delta I.$$

The eigenvalues of $A$ are 1.5 and 0.5, so $\mu=\delta/1.5$ and $\mu=\delta/0.5$. The second is the more restrictive for negative $\delta$, and (2) requires $\delta>-0.25$.

- For $\delta=-0.2$, $\mu=-0.133$ and $-0.4$. The factors are $-0.2/1.3=-0.154$ and $-0.2/0.3=-0.667$, and the iteration converges.
- For $\delta=-0.3$, the second factor is $-0.3/0.2=-1.5$, and it diverges.
- For $\delta=+0.3$, the factors are $0.3/1.8=0.167$ and $0.3/0.8=0.375$, and it converges.

Errors of equal size and opposite sign have different outcomes, so the magnitude of $E$ alone cannot decide. In this example a low diagonal is the dangerous one. In a general matrix, the sign of one cell's error does not fix the sign of $\operatorname{Re}\mu$.

For $\delta=-0.2$ and $x_0=0$ the first iterate is $\hat A^{-1}b=(0.8,-0.5)/0.39=(2.051,-1.282)$, a poor solution. The next two are $(0.881,-0.230)$ and $(1.631,-0.962)$. They alternate about $x_*$ because the dominant factor is negative.

## 5. A norm test and its price

The eigenvalues of $B$ are seldom at hand, but a norm may be estimated. Let $q=\|B\|<1$ in the 2-norm. If $y=(I+B)^{-1}w$, then $y=w-By$, so $\|y\|\le\|w\|+q\|y\|$ and $\|y\|\le\|w\|/(1-q)$. Equation (5) then gives

$$\|T\|\le\frac{q}{1-q}, \tag{7}$$

which is below 1 if $q<1/2$. Because $q\le\|A^{-1}\|\|E\|=\kappa\|E\|/\|A\|$, with condition number $\kappa=\|A\|\|A^{-1}\|$, a sufficient condition is $\kappa\|E\|/\|A\|<1/2$. An ill-conditioned system thus needs a smaller relative programming error for this guarantee.

The residual also gives a stopping test. From $e_k=-A^{-1}r_k$ and $\|b\|\le\|A\|\|x_*\|$,

$$\frac{\|e_k\|}{\|x_*\|}\le\kappa\frac{\|r_k\|}{\|b\|}. \tag{8}$$

Moreover $r_{k+1}=(I-AM)r_k$, and $I-AM=ATA^{-1}$ has the same eigenvalues as $T$. If the starting error contains the dominant component, the average decay of the residuals over many steps therefore reveals $\rho$ without any measurement of $E$.

## 6. Damping and a common loss of conductance

If the correction is multiplied by $\omega>0$, the error matrix is $I-\omega MA$, with eigenvalues $1-\omega/(1+\mu)$. Convergence requires $|1+\mu-\omega|<|1+\mu|$. Squaring and cancelling $|1+\mu|^2$ leaves $\omega^2-2\omega(1+\operatorname{Re}\mu)<0$, hence

$$0<\omega<2\bigl(1+\min\operatorname{Re}\mu\bigr). \tag{9}$$

A suitable positive $\omega$ exists if and only if $\min\operatorname{Re}\mu>-1$. Damping therefore extends the admissible range of $\operatorname{Re}\mu$ from $-1/2$ down to $-1$.

Suppose next that all conductances of the array change by a common factor $s>0$, with $G_0$ fixed. Then $M$ becomes $M/s$, which is the same as $\omega=1/s$. By (9) the array remains usable without damping while

$$s>\frac{1}{2(1+\min\operatorname{Re}\mu)}, \tag{10}$$

where $\mu$ refers to the array before the change. If the factor is known, multiplying the correction by $s$ cancels it.

## 7. Errors in the digital and analogue parts

**Digital error.** Let the residual carry a constant offset $\delta$. At the limit, $e=Te+M\delta$, so $MAe=M\delta$ and

$$e=A^{-1}\delta. \tag{11}$$

The crossbar has dropped out. Likewise, if the digital unit stores $A_d$ instead of $A$, the limit is $A_d^{-1}b$, provided that $\rho(I-MA_d)<1$. No improvement of the array removes this error.

**Analogue error.** Let the crossbar return $Mr_k+d_k$, so that $e_{k+1}=Te_k+d_k$. If $\|d_k\|\le d$ with $d$ fixed and $\|T\|<1$, repeated use of $\|e_{k+1}\|\le\|T\|\|e_k\|+d$ bounds the error in the long run by $d/(1-\|T\|)$. Convergence to $x_*$ is then not guaranteed.

Rescaling the residual to the full input range at every call changes this. Let the input peak be $V_p$, so $s=V_p/\|r_k\|_\infty$, and let the input and output converters have steps $\Delta_{\rm in}$ and $\Delta_{\rm out}$. Rounding errs by at most half a step per component. Dividing the voltage errors by $s$ gives

$$\|d_k\|\le\frac{\sqrt n}{2V_p}\bigl(\|M\|\Delta_{\rm in}+\Delta_{\rm out}\bigr)\|r_k\|_\infty .$$

Since $\|r_k\|_\infty\le\|r_k\|\le\|A\|\|e_k\|$,

$$\|e_{k+1}\|\le(\|T\|+\eta)\|e_k\|,\qquad \eta=\frac{\sqrt n\,\|A\|}{2V_p}\bigl(\|M\|\Delta_{\rm in}+\Delta_{\rm out}\bigr). \tag{12}$$

The rounding error now shrinks with the solution error, and $\|T\|+\eta<1$ suffices for convergence. This assumes that the output stays within range.

Read noise makes $M$, and hence $T$, different at each call. The spectral radii of the separate matrices then do not decide the behaviour of their product. A common bound $\|T_k\|\le c<1$ is sufficient.

## 8. An eight-by-eight system

Let $A_{ij}=c^{|i-j|}$ with $c=3/5$, $n=8$ and $b=(1,\dots,1)$. The solution has end components $1/(1+c)=5/8$ and inner components $(1-c)/(1+c)=1/4$. Indeed, the terms to the left of any row $i\ge2$ sum to

$$\frac{c^{i-1}+(1-c)(c+\dots+c^{i-2})}{1+c}=\frac{c^{i-1}+c-c^{i-1}}{1+c}=\frac{c}{1+c},$$

and those to the right do the same by symmetry. An inner row gives $[2c+(1-c)]/(1+c)=1$, and an end row $(1+c)/(1+c)=1$.

With $G_0=100$ µS the largest target conductance is 100 µS. Each cell receives an independent Gaussian error of standard deviation 3 µS, and no cell can go below 1 µS. In one random draw, the first four cells of row 1 have targets 100, 60, 36 and 21.6 µS and hold 99.98, 63.14, 38.22 and 23.77 µS.

Numerical diagonalization for this array gives $\min\operatorname{Re}\mu=-0.093$ and $\rho=0.202$. The norm $q=0.445$ also guarantees convergence, but (7) gives only $\|T\|\le0.445/0.555=0.80$, whereas $\|T\|=0.48$. The condition number is 12.2.

With residuals in rational arithmetic and $x_0=0$, the largest component error is:

| Steps | Largest error |
|---:|---:|
| 0 | $6.25\times10^{-1}$ |
| 1 | $1.19\times10^{-1}$ |
| 5 | $1.24\times10^{-4}$ |
| 10 | $4.62\times10^{-8}$ |
| 20 | $5.74\times10^{-15}$ |
| 40 | $7.54\times10^{-29}$ |

The single analogue solution errs by $0.119/0.625=19\%$ of the largest component. From step 20 to 40 the mean factor is $(7.54\times10^{-29}/5.74\times10^{-15})^{1/20}=0.202$, in agreement with $\rho$. A digit costs $\ln10/(-\ln0.202)=1.44$ steps.

In ordinary double precision the error after 300 steps is $2.8\times10^{-16}$. If the digital copy of $A$ is rounded to multiples of $1/256$, the error stops at $2.5\times10^{-3}$, as the argument after (11) requires.

A residual costs $n^2=64$ multiplications, so twenty steps cost 1280. The factorization in an elimination needs roughly $n^3/3\approx170$, and the triangular solves add about $n^2=64$. This small case shows convergence, not a saving. For $K$ steps the residuals become cheaper than elimination once $n$ exceeds roughly $3K$, provided that the larger array still converges in $K$ steps. At a fixed spread this proviso is hard to meet, because $\rho$ grows with $n$. For the same family of matrices at 3 µS the median $\rho$ is about 0.40 at $n=30$, 0.58 at $n=60$ and 0.9 at $n=120$, where some arrays already diverge. Six digits then take about 15, 25 and 100 steps, more than $n/3$ each time. Digital iterative methods also cost about $n^2$ per step: conjugate gradients reduce the residual by $10^{14}$ in about 50 steps at $n=60$, no more than the refinement needs. A saving requires a smaller spread or a lower accuracy target.

## 9. Yield of imperfect arrays

For each spread below, 2000 arrays were drawn with the same target and the same floor. The columns give the fraction passing $q<1/2$, the fraction satisfying (2), and the fraction that some damping factor, chosen for each array, would make convergent.

| Spread (µS) | $q<1/2$ | Undamped | Damped |
|---:|---:|---:|---:|
| 2 | 1.000 | 1.000 | 1.000 |
| 4 | 0.395 | 0.995 | 1.000 |
| 6 | 0.005 | 0.917 | 1.000 |
| 8 | 0.000 | 0.770 | 0.999 |
| 10 | 0.000 | 0.569 | 0.978 |

The standard error of a fraction $p$ is $\sqrt{p(1-p)/2000}$, at most 0.011, so another set of arrays may give fractions that differ by a few hundredths. At 4 µS the norm test rejects most arrays, although nearly all converge.

One array from the 10 µS set has $\min\operatorname{Re}\mu=-0.686$ and $\rho=2.18$, so it diverges. Equation (9) allows $\omega<2(1-0.686)=0.63$. At half this limit $\rho=0.80$, and a digit costs about 10 steps. This $\omega$ is not the best choice, but damping does restore convergence, though more slowly than for the array of Section 8.

## 10. Does the analogue circuit settle?

Condition (1) presumes that the amplifiers reach their steady state. Model them as identical integrators of gain-bandwidth $f$, $\dot v_i=-2\pi f\,u_i$. With $u_i$ from Kirchhoff's law and $D=\operatorname{diag}(S_i+G_0)$,

$$\dot v=-2\pi f\,D^{-1}(\hat Gv+G_0V). \tag{13}$$

The deviation from the steady state decays if and only if all eigenvalues of $D^{-1}\hat G$ have positive real parts. This is a separate requirement. If the matrix of Section 4 has its rows exchanged and is programmed perfectly, then $T=0$. Yet $D=2.5\,G_0I$, and $D^{-1}\hat G$ has eigenvalues $1.5/2.5=0.6$ and $-0.5/2.5=-0.2$, so the circuit runs away. In the yield study, demanding stability as well left the undamped fractions unchanged to three decimals.

For the 3 µS array and $f=10$ MHz, the slowest time constant is 0.26 µs. A deviation along that mode alone falls to 0.1 % in $0.26\ln1000\approx1.8$ µs.

## 11. The model beside real devices

Hafnium-oxide resistive cells offer, roughly, conductances up to about 100 µS and programming spreads of a few µS, which is the regime chosen here. The other circuit values below are also rough choices. Real cells break the assumption of a fixed $E$: their conductances relax and fluctuate after programming. A common loss of 10 % raises $\rho$ from 0.202 to 0.283, and by (10) this array tolerates a common factor down to 0.55. Unequal relaxation and stuck cells also belong in $E$, but are not sized here.

The effects sized below are smaller in this example. Amplifier input offset is not included: it acts as an input error of $(S_i+G_0)/G_0$ times the offset, up to about 4.5 times here, and must be kept small beside the input peak. With random fixed offsets and a 0.05 V peak, the typical reduction factor stays near 0.20 up to 1 mV rms, is about 0.28 at 2 mV and about 0.7 at 5 mV, where roughly one draw in ten diverges. An amplifier gain of $10^4$ gives $\rho=0.201$. Wires of 2 Ω per cell, treated by solving the full resistor network, alter the effective conductances by at most 0.77 µS and give $\rho=0.206$. Larger arrays have longer wires and need their own calculation.

Three further effects were simulated separately with $V_p=0.05$ V, and the mean reduction factor was taken over steps 20 to 120. Fresh read noise of 1 % in every cell gives 0.201 for the noise sequence drawn; over many sequences the mean is 0.203 with a standard deviation of 0.002. Cells with current proportional to $\sinh(v/0.5\ \mathrm V)$ give 0.200. Ten-bit converters, with an output range of $\pm0.4$ V, give 0.203; here $\eta=0.105$, so (12) guarantees a factor of at most $0.482+0.105=0.587$ at each step. With all these effects, the wires, the finite gain and the 10 % loss together, one run gives a factor of 0.278, and many noise sequences give 0.280 with a standard deviation of 0.003. This is close to the factor of the loss alone, partly by cancellation: loss, wires and finite gain give $\rho=0.287$, and the $\sinh$ characteristic reduces the overcorrection.

Thermal current noise, estimated as $\sqrt{4k_BT(S_i+G_0)f}$ for the largest row at 300 K, is 8.6 nA, or 0.17 % of the 5 µA peak input current. It was not included in the combined run. Because the residual is rescaled at each call, this noise too shrinks in proportion to the residual when referred to the solution.
